# Why atomic masses cancel from classical vibrational entropy differences

**Q:** Heavier atoms vibrate more slowly, and slow vibrations carry more entropy. In two crystal structures of one compound, light and heavy atoms share the modes differently. I don't see how the masses could drop out of the entropy difference.

**A:** The entropy of each structure does depend on the masses. To see how, let us compute it from the phase-space integral before introducing any modes.

Take \(N\) atoms with \(n=3N\) displacement components \(u\) and momenta \(p\), and

\[
H=\tfrac12 p^{T}M^{-1}p+\tfrac12 u^{T}\Phi u .
\]

Here \(M\) is diagonal, with each atomic mass \(M_i\) appearing three times. The symmetric matrix \(\Phi\) holds the second derivatives of the Born–Oppenheimer energy at the equilibrium positions. That energy is computed with the nuclei fixed, so \(\Phi\) contains no nuclear mass. I keep the lattice parameters of each phase fixed, omit the static energy, which does not affect the entropy, and assume for now that all eigenvalues of \(\Phi\) are positive.

Each atom belongs to a site, so there is no factor \(1/N!\), and the classical partition function is

\[
Z=\frac{1}{(2\pi\hbar)^n}\int dp\,du\;e^{-H/k_BT}.
\]

A momentum component of mass \(m\) gives \(\sqrt{2\pi m k_BT}\). For the positions, rotate to the eigenvectors of \(\Phi\). The rotation has unit Jacobian, and an eigenvalue \(\phi\) gives \(\sqrt{2\pi k_BT/\phi}\). Multiplying all factors,

\[
Z=\frac{(2\pi k_BT)^n}{(2\pi\hbar)^n}\sqrt{\frac{\det M}{\det\Phi}}
=\left(\frac{k_BT}{\hbar}\right)^{n}\sqrt{\frac{\det M}{\det\Phi}} .
\]

The probability density relative to \(dp\,du/(2\pi\hbar)^n\) is \(\rho=e^{-H/k_BT}/Z\). The entropy \(-k_B\langle\ln\rho\rangle\) is therefore

\[
\frac{S}{k_B}=\ln Z+\frac{\langle H\rangle}{k_BT}.
\]

Since \(Z\propto T^n\), \(\langle H\rangle=k_BT^2\,\partial\ln Z/\partial T=nk_BT\), and

\[
\frac{S}{k_B}=n+n\ln\frac{k_BT}{\hbar}+\tfrac12\ln\det M-\tfrac12\ln\det\Phi .
\tag{1}
\]

The masses and the force constants stand in separate terms. (The logarithms of dimensional quantities are to be read together; their sum is dimensionless.)

**Q:** There is no frequency in that. Lattice dynamics gives me a spectrum, and every frequency in it mixes masses with force constants.

**A:** Each frequency does, but their product does not. The equation of motion is \(M\ddot u=-\Phi u\). With \(w=M^{1/2}u\) it becomes \(\ddot w=-Dw\), where

\[
D=M^{-1/2}\Phi M^{-1/2}
\]

has the eigenvalues \(\omega_j^2\). The determinant of a product is the product of the determinants, so

\[
\prod_{j=1}^{n}\omega_j^2=\det D=\frac{\det\Phi}{\det M}.
\tag{2}
\]

Hence \(\tfrac12\ln\det M-\tfrac12\ln\det\Phi=-\sum_j\ln\omega_j\), and (1) becomes

\[
\frac{S}{k_B}=\sum_{j=1}^{n}\left[1+\ln\frac{k_BT}{\hbar\omega_j}\right]
=n\left[1+\ln\frac{k_BT}{\hbar\omega_{\log}}\right],
\qquad
\ln\omega_{\log}=\frac1n\sum_j\ln\omega_j .
\tag{3}
\]

The spectrum enters through its logarithmic mean, which is the geometric mean of the frequencies. Define also the geometric means

\[
K_{\log}=(\det\Phi)^{1/3N},\qquad
M_{\log}=(\det M)^{1/3N}=\Big(\prod_{i=1}^N M_i\Big)^{1/N}.
\]

Taking the \(n\)th root of (2) gives

\[
\omega_{\log}^2=\frac{K_{\log}}{M_{\log}} .
\tag{4}
\]

As a numerical check, a four-dimensional phase-space quadrature for two coupled coordinates, with \(\Phi_{11}=0.06\), \(\Phi_{22}=0.05\), \(\Phi_{12}=-0.02\), masses 20000 and 100000 and \(k_BT=0.005\) in Hartree atomic units, gives \(S=5.087694\,k_B\), and the sum over modes in (3) gives the same value.

**Q:** Would an ordinary average frequency not do as well?

**A:** No. Two coordinates already show the difference:

\[
\omega_1^2\omega_2^2=\frac{\Phi_{11}\Phi_{22}-\Phi_{12}^2}{M_1M_2},
\qquad
\omega_1^2+\omega_2^2=\frac{\Phi_{11}}{M_1}+\frac{\Phi_{22}}{M_2}.
\]

The product splits into a force-constant factor and a mass factor. The sum in general does not, so the ratio of the mean squares of two phases can change with the masses. The arithmetic mean of \(\omega\) also gives too low an entropy unless all frequencies are equal: the logarithm is concave, so \(\ln\langle\omega\rangle\ge\langle\ln\omega\rangle\).

**Q:** You assumed positive eigenvalues. A crystal can be translated at no cost, so \(\det\Phi=0\) and your logarithm diverges.

**A:** For a finite periodic cell, the entropy of the \(3N-3\) vibrations needs the determinants \(\det'\) with the three zero eigenvalues left out. Equation (2) must then be derived again, because the null vectors of \(\Phi\) and \(D\) differ.

Let the three orthonormal columns of \(U\) be the uniform translations, with entries \(1/\sqrt N\) for every atom. Then \(\Phi U=0\), and \(U^TMU=\bar M I\), where \(\bar M\) is the arithmetic mean mass and \(I\) the \(3\times3\) unit matrix. The columns of \(V=M^{1/2}U/\sqrt{\bar M}\) are orthonormal, and \(DV=0\). Adding \(\sigma VV^T\), with \(\sigma>0\), lifts the three zeros of \(D\) to \(\sigma\) and leaves the other eigenvalues alone:

\[
\sigma^3\det{}'D=\det(D+\sigma VV^T)
=\frac{1}{\det M}\det\!\Big(\Phi+\frac{\sigma}{\bar M}MUU^TM\Big).
\]

Complete \(U\) to an orthonormal basis with the columns of \(W\), and write \(\Phi_W=W^T\Phi W\) and \(b=W^TMU\). In this basis the last matrix is

\[
\begin{pmatrix}
\Phi_W+\dfrac{\sigma}{\bar M}bb^T & \sigma b\\[2mm]
\sigma b^T & \sigma\bar M I
\end{pmatrix}.
\]

Subtract \(b/\bar M\) times the lower block row from the upper one. This leaves the determinant unchanged and turns the upper row into \((\Phi_W,\;0)\). The determinant is therefore \(\det\Phi_W\,(\sigma\bar M)^3\). Since \(\det\Phi_W=\det'\Phi\),

\[
\det{}'D=\det{}'\Phi\;\frac{\bar M^{3}}{\prod_iM_i^3}.
\tag{5}
\]

The mass factor is still separate, and it is the same for two phases whose cells hold the same atoms. Because \(\prod_iM_i^3=M_{\log}^{3N}\), it equals \(M_{\log}^{-(3N-3)}(\bar M/M_{\log})^3\). The last factor changes \(S/k_B\) per atom by \(-(3/2N)\ln(\bar M/M_{\log})\), which vanishes for a large crystal of fixed composition.

**Q:** And in the infinite crystal, where acoustic frequencies come arbitrarily close to zero?

**A:** There one works at each wave vector \(\mathbf q\). Displacements that change from cell to cell by the phase \(e^{i\mathbf q\cdot\mathbf R}\) reduce \(\Phi\) to

\[
\Phi_{ij}(\mathbf q)=\sum_{\mathbf R}\Phi_{ij}(\mathbf R)\,e^{i\mathbf q\cdot\mathbf R},
\]

where \(i,j\) label the atoms of one cell. The masses are the same in every cell, so \(\det D(\mathbf q)=\det\Phi(\mathbf q)/\prod_iM_i^3\), with the product over one cell. Averaging the logarithm over \(\mathbf q\) gives (4) again, with \(\ln K_{\log}\) equal to \(\langle\ln\det\Phi(\mathbf q)\rangle\) divided by the number of modes per cell.

Near \(\mathbf q=0\) the acoustic frequencies are proportional to \(|\mathbf q|\). A small sphere of radius \(\epsilon\) contributes terms of the type

\[
\int_0^\epsilon q^2\ln q\,dq=\frac{\epsilon^3}{3}\Big(\ln\epsilon-\frac13\Big),
\]

which vanish as \(\epsilon\to0\). The average is finite, and a mesh that avoids \(\mathbf q=0\) can be used.

**Q:** Then write down the difference between two phases, with its conditions.

**A:** Per atom, (3) and (4) give

\[
\frac{S}{k_B}=3\Big[1+\ln\frac{k_BT}{\hbar}-\tfrac12\ln K_{\log}+\tfrac12\ln M_{\log}\Big].
\]

Subtract phase 1 from phase 2 at the same temperature:

\[
\frac{S_2-S_1}{k_B}=\frac32\ln\frac{K_{\log,1}}{K_{\log,2}}+\frac32\ln\frac{M_{\log,2}}{M_{\log,1}} .
\tag{6}
\]

If the compositions are equal, the last term is zero. The difference then contains neither masses, nor \(\hbar\), nor the temperature. The phase with the smaller \(K_{\log}\) has the larger vibrational entropy. Electronic, magnetic and configurational contributions are not included, and in a real crystal thermal expansion changes \(\Phi\), which brings a temperature dependence back.

The conditions are classical motion, harmonic forces, and stability of both phases. An unstable mode has \(\omega^2<0\), and its Gaussian integral diverges.

**Q:** What became of my picture of light and heavy atoms sharing the modes differently?

**A:** It is correct for the individual modes, but classical equilibrium does not need them. The weight \(e^{-H/k_BT}\) is a product of a momentum factor and a position factor. The momentum factor is the same Maxwell distribution in both phases. The position factor contains no mass, and its spread is measured by \((k_BT)^{n/2}/\sqrt{\det\Phi}\). The entropy difference compares how much room the atoms have around their sites, while the masses govern how fast they move through it.

The factorization holds for any mass-free potential energy, so the classical cancellation survives anharmonicity. The expression through \(K_{\log}\) does not.

**Q:** I would like to see it in numbers, with masses that differ a good deal.

**A:** Take a model compound AB in two structures. In "six", the rock-salt arrangement, each atom has 6 unlike nearest neighbours and 12 like second neighbours. In "eight", the caesium-chloride arrangement, the numbers are 8 and 6. A spring \(\kappa\) along the unit vector \(\mathbf e\) between two atoms has the energy \(\tfrac12\kappa[(\mathbf u_j-\mathbf u_i)\cdot\mathbf e]^2\). In Hartree atomic units (\(\hbar=1\)) the chosen parameters are:

- six: \(\kappa_{AB}=0.040\), \(\kappa_{AA}=0.004\), \(\kappa_{BB}=0.008\);
- eight: \(\kappa_{AB}=0.025\), \(\kappa_{AA}=0.010\), \(\kappa_{BB}=0.004\);
- \(M_A=20000\), \(M_B=100000\), \(k_BT=0.005\) (about 1579 K).

The average over a \(24\times24\times24\) mesh gives \(K_{\log}=0.08219\) for six and \(0.06673\) for eight. By (6),

\[
\frac{S_{\rm eight}-S_{\rm six}}{k_B}=\frac32\ln\frac{0.08219}{0.06673}=0.3125
\]

per atom (0.31253 from the unrounded \(K_{\log}\); the rounded values shown give 0.3126), or 2.60 J/(mol K) per mole of atoms. A mesh with twice the divisions changes this by less than \(2\times10^{-5}\).

Now take the route through the frequencies. The mean mass is \(M_{\log}=\sqrt{20000\times100000}=44721\), so

\[
\omega_{\log}^{\rm six}=\sqrt{\frac{0.08219}{44721}}=1.3557\times10^{-3},
\qquad
\omega_{\log}^{\rm eight}=\sqrt{\frac{0.06673}{44721}}=1.2215\times10^{-3}.
\]

The entropies per atom are

\[
\frac{S_{\rm six}}{k_B}=3\Big[1+\ln\frac{0.005}{0.0013557}\Big]=6.915,
\qquad
\frac{S_{\rm eight}}{k_B}=3\Big[1+\ln\frac{0.005}{0.0012215}\Big]=7.228 .
\]

Next, double \(M_A\). In general, multiplying the mass of a species with atomic fraction \(c\) by \(r\) adds \(c\ln r\) to \(\ln M_{\log}\), and so \(\tfrac32c\ln r\) to \(S/k_B\) per atom. Here that is \(\tfrac34\ln2=0.520\). The entropies computed from the new spectra are 7.435 and 7.748, and their difference is again 0.3125.

Putting the arithmetic mean frequency in place of \(\omega_{\log}\) would give a difference of 0.268 for the original mass and 0.302 for the doubled one. That mass dependence is an artefact of the wrong mean.

**Q:** Does the cancellation also hold if the compound is compared with its separated elements?

**A:** Yes, under the same classical conditions, because \(\sum_i\ln M_i\) is a sum over atoms and separation conserves the atoms. The program confirms that doubling \(M_A\) leaves such a difference unchanged. Its value, 0.3125, is not new information: both model elements were given the force constants of "eight", so it must equal the difference found above. They are stand-ins only: each is the "eight" lattice with its two masses set equal, and its two sites keep their different second-neighbour springs.

**Q:** Your highest frequency is about 0.0025, half of \(k_BT\). Is that classical enough?

**A:** The quantum entropy answers that. For one oscillator let \(x=\hbar\omega/k_BT\). The partition function \(e^{-x/2}/(1-e^{-x})\) and the mean energy \(\hbar\omega[\tfrac12+1/(e^x-1)]\) give

\[
\frac{s}{k_B}=\frac{x}{e^x-1}-\ln(1-e^{-x}),
\]

since the zero-point terms \(\mp x/2\) cancel. For the first term, use \(x/(e^x-1)=\tfrac x2\coth\tfrac x2-\tfrac x2\) and \(y\coth y=1+y^2/3-y^4/45+\dots\) with \(y=x/2\):

\[
\frac{x}{e^x-1}=1-\frac x2+\frac{x^2}{12}-\frac{x^4}{720}+\dots
\]

The derivative of \(\ln(1-e^{-x})\) is \(1/(e^x-1)\). Divide the series by \(x\) and integrate. The constant is zero because \((1-e^{-x})/x\to1\) as \(x\to0\):

\[
\ln(1-e^{-x})=\ln x-\frac x2+\frac{x^2}{24}-\frac{x^4}{2880}+\dots
\]

Subtracting,

\[
\frac{s}{k_B}=1-\ln x+\frac{x^2}{24}-\frac{x^4}{960}+\dots
\tag{7}
\]

The first two terms are the classical result. Summed over modes, the third is

\[
\frac{1}{24}\Big(\frac{\hbar}{k_BT}\Big)^2\operatorname{Tr}D,
\qquad
\operatorname{Tr}D=\sum_i\frac{\operatorname{Tr}\Phi_{ii}}{M_i}.
\tag{8}
\]

This is a sum of squared frequencies, so the masses return, at order \(T^{-2}\).

**Q:** How large is that in your example?

**A:** Each spring attached to an atom adds \(\kappa\) to the trace of its on-site block \(\Phi_{ii}\). For A the traces are \(6(0.040)+12(0.004)=0.288\) in six and \(8(0.025)+6(0.010)=0.260\) in eight. For B they are \(0.336\) and \(0.224\). Eight minus six, per two-atom cell, is

\[
\Delta\operatorname{Tr}D=-\frac{0.028}{20000}-\frac{0.112}{100000}=-2.52\times10^{-6}.
\]

Dividing by 2 for the two atoms, the correction per atom is

\[
\frac{-2.52\times10^{-6}}{2\times24\times(0.005)^2}=-0.0021 .
\]

The full quantum difference is 0.3104, which is 0.0021 below the classical 0.3125. With \(M_A\) doubled it is 0.3110. At this temperature doubling \(M_A\) shifts the difference by \(0.0006\,k_B\) per atom. The whole correction of \(-0.0021\) depends on the masses: by (8) it scales as \(1/M\) when all masses are scaled together, so lighter atoms would make it larger.

At \(k_BT=0.001\), about 316 K, the highest modes have \(x\approx2.5\) for the original mass and \(1.9\) for the doubled one, and the quantum differences are 0.268 and 0.278 for the original and doubled mass. The classical value is now too high by 0.044 and 0.034, and the masses no longer cancel. (That 0.268 also appeared with the arithmetic mean is a coincidence: for the doubled mass the two numbers are 0.278 and 0.302.)

As \(T\to0\), \(x\to\infty\) for every vibration and its entropy goes to zero. The difference between the phases then vanishes too, whatever the ratio of their \(K_{\log}\).

## Numbers as computed

```
mass A, mass B (m_e): 20000, 100000
six: springs AB, AA, BB (hartree/bohr^2): 0.040, 0.004, 0.008
eight: springs AB, AA, BB (hartree/bohr^2): 0.025, 0.010, 0.004
kT = 0.005 hartree, T = 1578.9 K
kT = 0.001 hartree, T = 315.8 K
two-coordinate test, S from phase-space integral (k): 5.087694
two-coordinate test, S from mode frequencies (k): 5.087694
wave-vector mesh: 24 x 24 x 24
six: K_log (hartree/bohr^2): 0.082189
eight: K_log (hartree/bohr^2): 0.066730
--- mass A original: 20000 m_e
M_log (m_e): 44721.4
six: w_log (1e-3 hartree): 1.35565
six: highest frequency on mesh (1e-3 hartree): 2.5016
six: classical S at high kT (k/atom): 6.91547
eight: w_log (1e-3 hartree): 1.22153
eight: highest frequency on mesh (1e-3 hartree): 2.4025
eight: classical S at high kT (k/atom): 7.22800
classical S(eight)-S(six) (k/atom): 0.31253
same from arithmetic mean frequency (k/atom): 0.26841
quantum S(eight)-S(six), kT=0.005 (k/atom): 0.31045
quantum S(eight)-S(six), kT=0.001 (k/atom): 0.26821
leading quantum correction, kT=0.005 (k/atom): -0.00210
--- mass A doubled: 40000 m_e
M_log (m_e): 63245.6
six: w_log (1e-3 hartree): 1.13996
six: highest frequency on mesh (1e-3 hartree): 1.8847
six: classical S at high kT (k/atom): 7.43533
eight: w_log (1e-3 hartree): 1.02718
eight: highest frequency on mesh (1e-3 hartree): 1.7721
eight: classical S at high kT (k/atom): 7.74786
classical S(eight)-S(six) (k/atom): 0.31253
same from arithmetic mean frequency (k/atom): 0.30234
quantum S(eight)-S(six), kT=0.005 (k/atom): 0.31102
quantum S(eight)-S(six), kT=0.001 (k/atom): 0.27813
leading quantum correction, kT=0.005 (k/atom): -0.00152
--- comparisons
rise of S on doubling mass A, six (k/atom): 0.51986
rise of S on doubling mass A, eight (k/atom): 0.51986
1.5*ln(K_log six/K_log eight) (k/atom): 0.31253
same on mesh with twice the divisions (k/atom): 0.31252
classical difference (J/(mol K), per mole of atoms): 2.599
elements minus compound, original mass A (k/atom): 0.31253
elements minus compound, doubled mass A (k/atom): 0.31253
```
